# Nonradiative Carrier Capture by a Defect with Linear Electron-Phonon Coupling

A carrier captured by a deep defect in a semiconductor, without emitting light or exciting another carrier, must give its energy to the lattice. If this is treated as classical activation over the crossing of two energy curves, and the crossing lies above the initial minimum, the capture coefficient vanishes as the temperature goes to zero. For the defect model computed below, quantized vibrations instead leave a coefficient of $3.7\times10^{-11}$ cm$^3$/s at zero temperature, and at 300 K the classical formula gives 0.60 of the quantum rate. There is a second difficulty. The coupling is proportional to a coordinate that has no fixed value during the transition, so a rate with a constant coupling needs a rule for choosing that constant. The theorem supplies both the quantum rate and the rule.

## Setting and assumptions

Let $\Delta\mathbf R_a$ be the displacement of atom $a$, of mass $M_a$, between the relaxed geometries before and after capture. Atoms move along this direction, with a mass-weighted coordinate $Q$ and

$$\Delta Q^2=\sum_a M_a|\Delta\mathbf R_a|^2 .$$

The kinetic energy is then $P^2/2$, with no further mass. Let $Q_i$ be the relaxed geometry before capture and $u=Q-Q_i$.

**A1, linear coupling.** The electronic Hamiltonian is $h(Q)=h(Q_i)+u\,h'$. Its eigenstates at $Q_i$ are $\psi_i$ (carrier at the band edge) and $\psi_f$ (carrier bound), with distinct energies $\varepsilon_i,\varepsilon_f$. The remaining lattice energy is common to both states and harmonic. In this fixed basis

$$H=\frac{P^2}{2}+\frac{\Omega^2u^2}{2}+\varepsilon_i|i\rangle\langle i|+(\varepsilon_f+Fu)|f\rangle\langle f|+Wu\big(|i\rangle\langle f|+|f\rangle\langle i|\big),$$

where $W=\langle\psi_i|h'|\psi_f\rangle$ is made real by a choice of phase. State $i$ has no linear term because $Q_i$ is its minimum. Completing the square for state $f$,

$$\frac{\Omega^2u^2}{2}+Fu=\frac{\Omega^2}{2}(u-\Delta Q)^2-\frac{\Omega^2\Delta Q^2}{2},\qquad \Delta Q=-\frac{F}{\Omega^2}.$$

The diagonal term $Fu$ therefore shifts the parabola of state $f$ and leaves its frequency unchanged. Define

$$S=\frac{\Omega\Delta Q^2}{2\hbar},\qquad \lambda=\frac{\Omega^2\Delta Q^2}{2}=S\hbar\Omega .$$

The energy released between the two minima is $\Delta E=\varepsilon_i-\varepsilon_f+\lambda$.

**A2, broadening.** A single mode has discrete levels and, by itself, no decay rate. The other modes spread each final level uniformly over an energy window of width $\hbar\Omega$ centred on it. They also carry the energy away, so that the carrier does not return. We take $\Delta E=p\hbar\Omega$ with $p$ a nonnegative integer.

**A3, weak coupling and equilibrium.** The term in $W$ is treated to lowest order, and the initial vibrations stay thermal, with weights $w_m=(1-e^{-x})e^{-mx}$, $x=\hbar\Omega/(k_BT)$, and mean number $\bar n=1/(e^x-1)$.

**A4, carriers.** The defect is neutral, the carriers and defects are dilute, and every carrier has the energy and coupling of the band-edge state. There are $g$ equivalent final geometries, whose rates add. Spin restrictions are not included.

## Theorem

Let $r$ be the capture rate of one carrier by one defect in volume $V$, for one final geometry. Under A1 to A4 the capture coefficient $C=gVr$ is

$$C=gV\,\frac{2\pi}{\hbar}\,W^2u_c^2\,\frac{F_p(T)}{\hbar\Omega},\qquad u_c=\Delta Q\,\frac{S-p}{2S},$$

$$F_p(T)=e^{-S(2\bar n+1)+px/2}\,I_p\!\left(2S\sqrt{\bar n(\bar n+1)}\right),$$

where $u_c$ is the coordinate at which the two parabolas cross and $I_p$ is the modified Bessel function.

## Lemma 1: the electronic coupling

$$W=(\varepsilon_f-\varepsilon_i)\langle\psi_i|\partial_Q\psi_f\rangle\quad\text{at }Q_i .$$

*Proof.* Differentiate $(h-\varepsilon_f)|\psi_f\rangle=0$ and project on $\langle\psi_i|$:

$$\langle\psi_i|h'|\psi_f\rangle-\varepsilon_f'\langle\psi_i|\psi_f\rangle+(\varepsilon_i-\varepsilon_f)\langle\psi_i|\partial_Q\psi_f\rangle=0 .$$

The middle term vanishes by orthogonality. ∎

A first-principles calculation can thus obtain $W$ from the change of an orbital under a small displacement, within its one-electron description.

## Lemma 2: the golden rule

Let $|\chi_{im}\rangle$ and $|\chi_{fn}\rangle$ be the oscillator states of the two parabolas. Then

$$r=\frac{2\pi}{\hbar}\,\frac{W^2}{\hbar\Omega}\sum_m w_m\big|\langle\chi_{im}|u|\chi_{f,m+p}\rangle\big|^2 .$$

*Proof.* For a constant coupling $M$ to one final state, at energy $\hbar\omega$ from the initial one, the first-order amplitude is $-(i/\hbar)M\int_0^t e^{i\omega t'}dt'$. Its squared modulus is

$$\frac{|M|^2}{\hbar^2}\,\frac{\sin^2(\omega t/2)}{(\omega/2)^2}.$$

Sum over final states with density $\rho$ per unit energy, using $dE=\hbar\,d\omega$. Once $t\gg1/\Omega$ the peak is narrow compared with the window, and $\int\sin^2(\omega t/2)/(\omega/2)^2\,d\omega=2\pi t$. The probability is then $(2\pi/\hbar)|M|^2\rho\,t$, which gives the rate while it remains small.

If a vibrational level is divided among $N_b$ states, each has squared coupling $W^2|\langle\chi_{im}|u|\chi_{fn}\rangle|^2/N_b$, and their density is $N_b/(\hbar\Omega)$. The number $N_b$ cancels. Energy conservation, $\Delta E+m\hbar\Omega=n\hbar\Omega$, puts the initial level at the centre of the window $n=m+p$ and in no other window. Averaging over $m$ completes the proof. ∎

The rule can be compared with unitary evolution into a finite dense set of levels. In the test made here, with $S=2$ and $p=4$ and starting from the vibrational ground state, the decay rate agreed with the golden-rule value within 1%.

## Lemma 3: from one pair to a capture coefficient

The carrier density $n_c$ obeys $dn_c/dt=-Cn_cN_D$, where $N_D$ is the density of defects able to capture.

*Proof.* In volume $V$ there are $n_cV$ carriers and $N_DV$ defects. Each pair reacts at rate $gr$, so carriers disappear at the total rate $gr\,n_cN_DV^2$. Division by $V$ gives $gVr\,n_cN_D$. ∎

A normalized band state has an amplitude proportional to $V^{-1/2}$ near the defect. Hence $W^2\propto1/V$, and $VW^2$ tends to a constant in a large cell. In a three-dimensional lattice model with a defect orbital, the number of sites times $W^2$ changed from 0.685 to 0.680, by 0.8%, when the cell edge grew from 8 to 12 sites. The approach to the limit is slow, with a correction that falls as the inverse of the cell edge, so this change understates the error that remains at 12 sites. The volume in $C$ must be that of the cell in which $W$ was computed.

## Lemma 4: the coordinate takes its crossing value

$$\langle\chi_{im}|u|\chi_{fn}\rangle=\Delta Q\,\frac{S-(n-m)}{2S}\,\langle\chi_{im}|\chi_{fn}\rangle .$$

*Proof.* Measure each vibrational Hamiltonian from its own minimum:

$$H_i=\frac{P^2}{2}+\frac{\Omega^2u^2}{2},\qquad H_f=\frac{P^2}{2}+\frac{\Omega^2(u-\Delta Q)^2}{2}.$$

The quadratic terms cancel in the difference,

$$H_f-H_i=-\Omega^2\Delta Q\left(u-\frac{\Delta Q}{2}\right).$$

Take the matrix element between $\langle\chi_{im}|$ and $|\chi_{fn}\rangle$. With $H_f$ acting to the right and $H_i$ to the left, the left side gives $(n-m)\hbar\Omega\langle\chi_{im}|\chi_{fn}\rangle$. Therefore

$$\langle\chi_{im}|u|\chi_{fn}\rangle=\left[\frac{\Delta Q}{2}-\frac{(n-m)\hbar}{\Omega\Delta Q}\right]\langle\chi_{im}|\chi_{fn}\rangle .$$

Since $\hbar/(\Omega\Delta Q)=\Delta Q/(2S)$, the result follows. ∎

The parabolas cross where $\Delta E+\Omega^2u^2/2=\Omega^2(u-\Delta Q)^2/2$, that is, at

$$u_c=\frac{\Delta Q}{2}-\frac{\Delta E}{\Omega^2\Delta Q}=\frac{\lambda-\Delta E}{\Omega^2\Delta Q}.$$

For $\Delta E=p\hbar\Omega$ this equals $\Delta Q(S-p)/(2S)$, the factor in the lemma with $n-m=p$. Every energy-conserving transition has the same factor, whatever its initial level. The crossing lies above the initial minimum by

$$E_b=\frac{\Omega^2u_c^2}{2}=\frac{(\lambda-\Delta E)^2}{2\Omega^2\Delta Q^2}=\frac{(\lambda-\Delta E)^2}{4\lambda}.$$

## Lemma 5: the thermal overlap

For $p\ge0$, $\sum_m w_m|\langle\chi_{im}|\chi_{f,m+p}\rangle|^2=F_p(T)$.

*Proof.* Let $a$ lower the initial oscillator, with number states $|m\rangle$, and let $D(\eta)=\exp(\eta a^\dagger-\eta^*a)$. Translation by $\Delta Q$ is $\exp(-iP\Delta Q/\hbar)$. With $P=i\sqrt{\hbar\Omega/2}\,(a^\dagger-a)$ this is $D(\sqrt S)$, so $|\chi_{fn}\rangle=D(\sqrt S)|n\rangle$. Define

$$G(\theta)=\sum_{mn}w_m|\langle\chi_{im}|\chi_{fn}\rangle|^2e^{i\theta(n-m)}=\Big\langle e^{-i\theta a^\dagger a}D(\sqrt S)\,e^{i\theta a^\dagger a}D(-\sqrt S)\Big\rangle,$$

where the brackets denote the thermal average. The wanted sum is the coefficient of $e^{ip\theta}$.

The outer exponentials turn $a^\dagger$ into $e^{-i\theta}a^\dagger$, so the first three factors equal $D(\sqrt S e^{-i\theta})$. The commutator of the exponents of $D(\beta)$ and $D(\gamma)$ is the number $\beta\gamma^*-\beta^*\gamma$, hence

$$D(\beta)D(\gamma)=D(\beta+\gamma)\,e^{(\beta\gamma^*-\beta^*\gamma)/2}.$$

For $\beta=\sqrt S e^{-i\theta}$ and $\gamma=-\sqrt S$ the last exponent is $S(e^{i\theta}-e^{-i\theta})/2=iS\sin\theta$.

It remains to average $D(\eta)$ with $\eta=\sqrt S(e^{-i\theta}-1)$. Write $D(\eta)=e^{-|\eta|^2/2}e^{\eta a^\dagger}e^{-\eta^*a}$ and expand both exponentials. Only equal powers contribute to a diagonal element:

$$\langle m|e^{\eta a^\dagger}e^{-\eta^*a}|m\rangle=\sum_{k=0}^m\frac{(-|\eta|^2)^k}{(k!)^2}\,\frac{m!}{(m-k)!}.$$

Differentiating the geometric series $k$ times gives the thermal average of $m!/(m-k)!$ as $k!\,\bar n^k$. The sum becomes $e^{-|\eta|^2\bar n}$, and $\langle D(\eta)\rangle=e^{-|\eta|^2(\bar n+1/2)}$. As $|\eta|^2=2S(1-\cos\theta)$,

$$G(\theta)=e^{-S(2\bar n+1)(1-\cos\theta)+iS\sin\theta}=e^{A(e^{i\theta}-1)+B(e^{-i\theta}-1)},$$

with $A=S(\bar n+1)$ and $B=S\bar n$. Here $A$ belongs to emission and $B$ to absorption of quanta. The coefficient of $e^{ip\theta}$ is

$$F_p=e^{-A-B}\sum_{k=0}^{\infty}\frac{A^{k+p}B^k}{(k+p)!\,k!}=e^{-A-B}\left(\frac AB\right)^{p/2}I_p(2\sqrt{AB}),$$

by the power series of $I_p$. Since $A/B=(\bar n+1)/\bar n=e^x$, this is the stated $F_p$. ∎

*Proof of the theorem.* In Lemma 2 replace each coordinate element by $u_c$ times the overlap, using Lemma 4. The factor $u_c^2$ leaves the sum, Lemma 5 evaluates what remains, and Lemma 3 gives $C=gVr$. ∎

## Limits

**Low temperature.** At $T=0$, $B=0$ and the term $k=0$ alone survives:

$$F_p(0)=e^{-S}\frac{S^p}{p!}.$$

To first order in $\bar n$, the factor $e^{-A-B}$ contributes $-2S\bar n$, $A^p$ contributes $p\bar n$, and the term $k=1$ contributes $S^2\bar n/(p+1)$. Thus

$$\frac{F_p(T)}{F_p(0)}\approx1+\bar n\left[\frac{(p+1-S)^2}{p+1}-1\right].$$

Heating first increases capture if $|p+1-S|>\sqrt{p+1}$, and decreases it if the inequality is reversed.

**High temperature.** Use $F_p=(2\pi)^{-1}\int_{-\pi}^{\pi}G(\theta)e^{-ip\theta}d\theta$. For $k_BT\gg\hbar\Omega$ at fixed $S>0$ and $p$, the variance $v^2=S(2\bar n+1)\approx2Sk_BT/(\hbar\Omega)$ is large, and the integral comes from $|\theta|\sim1/v$. There $\ln G\approx iS\theta-v^2\theta^2/2$; the cubic and quartic terms are of order $S/v^3$ and $1/v^2$. The Gaussian integral gives

$$\frac{F_p}{\hbar\Omega}\approx\frac{e^{-(p-S)^2/(2v^2)}}{\hbar\Omega\sqrt{2\pi v^2}}\approx\frac{e^{-E_b/(k_BT)}}{\sqrt{4\pi\lambda k_BT}}.$$

This is the classical probability density for the two potential energies to coincide. With $\beta=1/(k_BT)$, define the apparent activation energy $E_a=-d\ln C/d\beta$. For this classical expression it is $E_b-k_BT/2$, the second term coming from the square root. At fixed $S$ and $p$ the exponent $E_b/(k_BT)$ is of order $1/v^2$, like the neglected quartic term, which multiplies $F_p$ by about $1+1/(8v^2)$. The two rates therefore approach each other, while the quantum activation energy tends to $E_b-k_BT/2-\hbar\Omega/(16S)$.

**Activation in the quantum formula.** Differentiating the weights $w_m$ in Lemma 5 gives

$$E_a=\langle m\rangle_{\rm cap}\hbar\Omega-\bar n\hbar\Omega,$$

where $\langle m\rangle_{\rm cap}$ is averaged with weights $w_m|\langle\chi_{im}|\chi_{f,m+p}\rangle|^2$. The activation energy measures how much more vibrational energy the captured carriers' defects have than an average defect.

## A worked case

Take round model parameters: $\hbar\Omega=0.040$ eV, $\Delta E=0.80$ eV, $\Delta Q=1.5$ amu$^{1/2}$ Å, $W=0.010$ eV/(amu$^{1/2}$ Å), $V=1000$ Å$^3$ and $g=1$. Then $p=0.80/0.040=20$, $S=10.77$, and $\lambda=10.77\times0.040=0.431$ eV. The crossing and barrier are

$$u_c=1.5\,\frac{10.77-20}{2\times10.77}=-0.643\ \text{amu}^{1/2}\,\text{Å},\qquad E_b=\frac{(0.431-0.80)^2}{4\times0.431}=0.079\ \text{eV}.$$

The negative sign places the crossing on the side of $Q_i$ away from the final geometry. Here $\Delta E>\lambda$, so a larger released energy raises the barrier.

The coupling at the crossing is $0.00643$ eV, and $(2\pi/\hbar)(0.00643\ \text{eV})^2/(0.040\ \text{eV})=9.88\times10^{12}$ s$^{-1}$. At 300 K, $F_p=8.33\times10^{-3}$, so

$$C=(10^{-21}\ \text{cm}^3)(9.88\times10^{12}\ \text{s}^{-1})(8.33\times10^{-3})=8.2\times10^{-11}\ \text{cm}^3/\text{s},$$

or $8.2\times10^{-17}$ m$^3$/s. For $N_D=10^{16}$ cm$^{-3}$ the carrier lifetime is $1/(CN_D)=1.2\times10^{-6}$ s. The coefficient rises from $3.7\times10^{-11}$ cm$^3$/s at zero temperature to $1.7\times10^{-10}$ cm$^3$/s at 600 K, a factor of 4.5.

At 300 K the activation energy is 0.029 eV, against 0.066 eV classically. With $\bar n=0.270$, the mean vibrational energy before capture, above the ground level, is $0.0286+0.270\times0.040=0.039$ eV. Adding the zero-point energy of 0.020 eV gives 0.059 eV, still below the crossing at 0.079 eV. Some capture therefore takes place from levels below the crossing, by tunnelling.

At low temperature a deeper level with the same $S$ and $W$ captures more slowly here; at high enough temperature $F_p$ depends only weakly on $p$, and the larger $u_c^2$ reverses the trend. At zero temperature, changing $p$ from 20 to 21 multiplies $C$ by

$$\frac{S}{21}\left(\frac{21-S}{20-S}\right)^2=0.63 .$$

## Remarks on validity

**Weak coupling.** In the example $\hbar r/(\hbar\Omega)=2\pi(0.00643/0.040)^2(8.33\times10^{-3})\approx1.4\times10^{-3}$, so decay is slow compared with vibration. This checks the retained pair of states; it does not estimate the effect of omitted band states.

**Line shape.** Replacing the uniform windows by Gaussians of standard deviation 0.020 eV changes the 300 K rate by 1.5%. The width matters, however: with 0.010 eV neighbouring lines hardly overlap, and the transition, which lies at the peak of one of them, is 1.60 times as fast as with uniform windows. For noninteger $\Delta E/(\hbar\Omega)$ the uniform windows select the nearest integer $n-m$, so the rate jumps at half-integers. A smooth line shape removes the jumps; several values of $n-m$ then contribute, each with its own coordinate factor from Lemma 4.

**Barrierless capture.** At $p=S$ both $E_b$ and $u_c$ vanish, and the formula gives $C=0$. But then $\varepsilon_i-\varepsilon_f=\Delta E-\lambda=0$, contrary to A1: the electronic states at $Q_i$ are degenerate and their choice is ambiguous. The zero is no prediction of slow capture. In the example this separation is 0.37 eV.

**Reference geometry.** Writing the coupling as $W(Q-Q_f)$, with $Q_f=Q_i+\Delta Q$ and the same $W$, would multiply the rate by $[(S+p)/(S-p)]^2=11.1$. The discrepancy comes from a lost constant, since $W(Q-Q_i)=W(Q-Q_f)+W\Delta Q$. The electronic basis, the coupling and its reference geometry must be chosen together.

**Unequal frequencies.** If calculated energy curves have different curvatures, the cancellation in Lemma 4 fails. The coordinate elements must then be summed explicitly.

The numerical output below gives the main values to more digits.

## Computed values

```
Vibrational quantum: 0.040 eV
Energy released between minima: 0.80 eV
Displacement DeltaQ: 1.50 sqrt(amu) angstrom
Electronic coupling W: 0.010 eV/(sqrt(amu) angstrom)
Cell volume: 1000 angstrom^3
Final-geometry degeneracy g: 1 (dimensionless)
Emitted quanta p: 20 (dimensionless)
Huang-Rhys factor S: 10.7651 (dimensionless)
Relaxation energy: 0.4306 eV
Crossing Qc-Qi: -0.6434 sqrt(amu) angstrom
Classical barrier: 0.0792 eV
Vertical separation at Qi: 0.3694 eV
Coupling magnitude at crossing: 0.00643 eV
Rate before thermal factor: 9.8787e+12 s^-1
T=0 K: F_p=3.7934e-03 (dimensionless), C=3.7474e-11 cm^3/s
T=100 K: F_p=3.9416e-03 (dimensionless), C=3.8938e-11 cm^3/s
T=300 K: F_p=8.3303e-03 (dimensionless), C=8.2292e-11 cm^3/s
T=600 K: F_p=1.7001e-02 (dimensionless), C=1.6794e-10 cm^3/s
Mean phonon number at 300 K: 0.2704 (dimensionless)
Cell capture rate at 300 K: 8.2292e+10 s^-1
C at 300 K, SI conversion: 8.2292e-17 m^3/s
Chosen defect density: 1.0e+16 cm^-3
Carrier lifetime at 300 K: 1.2152e-06 s
Apparent activation energy at 300 K: 0.0286 eV
Classical apparent activation at 300 K: 0.0663 eV
Classical/quantum rate at 300 K: 0.5993 (ratio)
Classical-limit check at kT=10 quanta: 0.99897 (ratio)
Gaussian width sigma: 0.020 eV
Gaussian/uniform broadening rate: 1.0150 (ratio)
Rate ratio, reference Qf/Qi at fixed W: 11.0983 (ratio)
Unitary/golden-rule decay rate: 1.0049 (ratio)
Lattice N W^2, L=8: 0.68535 (hopping units squared)
Lattice N W^2, L=12: 0.67980 (hopping units squared)
Largest coordinate-identity error: 4.66e-15 (dimensionless)
Largest thermal-sum relative error: 2.72e-13 (ratio)
```
